# Why silicon faults on glide planes but not on shuffle planes

Slide one half of a silicon crystal over the other by 0.222 nm along a $\langle 112\rangle$ direction in a (111) plane. If the cut runs between closely spaced planes and the shift has the favourable sense, a simple electronic model gives a cost of about 0.04 J/m². If it runs between widely spaced planes, an interatomic potential gives about 1.0 J/m², even after the layers have relaxed. Yet three times as many bonds cross the first cut as the second. For these cuts in a covalent crystal, the cost of a fault depends chiefly on how many bonds are still missing after the shift, and not on how many were cut on the way. These notes separate the contributions to that cost and then weigh them.

## The two cuts

Let $a$ be the cubic lattice constant. An atom in the diamond structure has four bonds, for example along

$$
\tfrac a4(1,1,1),\quad \tfrac a4(1,-1,-1),\quad \tfrac a4(-1,1,-1),\quad \tfrac a4(-1,-1,1).
$$

All have length $b=\sqrt3\,a/4$. Take the $z$ axis along $[111]$. The first bond points along $z$ and has height $b$. For each of the others the component along $(1,1,1)/\sqrt3$ is

$$
\frac a4\,\frac{1-1-1}{\sqrt3}=-\frac{a}{4\sqrt3}=-\frac b3 .
$$

The atomic layers are therefore separated alternately by $b$ and $b/3$. A cut through a wide gap is called a shuffle cut, and one through a narrow gap a glide cut. One bond per atom crosses the wide gap, and three cross the narrow gap.

The lateral length of an inclined bond follows from Pythagoras:

$$
b^2-\frac{b^2}{9}=\frac{8b^2}{9}=\frac89\cdot\frac{3a^2}{16}=\frac{a^2}{6}.
$$

Each layer is a triangular lattice with edge $d=a/\sqrt2$ and one atom per cell of area $S=\tfrac{\sqrt3}{2}d^2=\tfrac{\sqrt3}{4}a^2$. Let $\mathbf a_1,\mathbf a_2$ be its edge vectors, 60° apart, and define $\mathbf t=(\mathbf a_1+\mathbf a_2)/3$. Then

$$
|\mathbf t|^2=\frac{d^2+d^2+2\cdot\frac12d^2}{9}=\frac{d^2}{3}=\frac{a^2}{6},
$$

which is the lateral length of an inclined bond. It is also the length of the shift $\tfrac a6\langle112\rangle$. Call the lateral sites $0,\mathbf t,2\mathbf t$ (up to lattice vectors) A, B and C. Since $3\mathbf t$ is a lattice vector, C is equally the site $-\mathbf t$. Going up through a narrow gap moves the site by $+\mathbf t$; going up through a wide gap leaves it unchanged.

The example uses $a=0.5431$ nm, the value at which the bonds of the potential introduced below have their lowest energy. This gives $b=0.2352$ nm, $S=0.1277$ nm² and spacings of 0.0784 and 0.2352 nm. The bond densities are $3/S=23.5$ nm⁻² for glide and $1/S=7.8$ nm⁻² for shuffle.

## First contribution: bonds across the cut

**Glide.** An atom just above the cut sits at B, over the centre of a triangle of A atoms. Shift the upper half by $+\mathbf t$. The atom moves to C, the centre of the neighbouring triangle, and is again at lateral distance $|\mathbf t|$ from three A atoms. The new distances are

$$
\sqrt{\frac{a^2}{6}+\frac{b^2}{9}}=\sqrt{\frac{8b^2}{9}+\frac{b^2}{9}}=b .
$$

Three bonds cross the cut before the shift and three after it. The angles also survive. The upper atom keeps its vertical bond, which points upward, while each new bond has vertical component $-b/3$. The cosine between them is $-1/3$. Two new bonds have lateral parts 120° apart, so the cosine between them is

$$
\frac19+\frac89\left(-\frac12\right)=-\frac13 .
$$

Both are the tetrahedral value. The same argument, turned upside down, holds for the lower atoms.

The sense of the shift matters. A shift by $-\mathbf t$ takes B to A and puts the upper atom directly over a lower one, only 0.0784 nm away if the gap is not opened. The favourable shift in one direction is not favourable when reversed.

**Shuffle.** Here the upper atom starts directly above its partner. A vertical bond of length $b$ is recovered only if the shift is a lattice vector, and neither $\mathbf t$ nor $-\mathbf t$ is one. After either shift the atom faces three atoms at

$$
\sqrt{b^2+\frac{8b^2}{9}}=\frac{\sqrt{17}}{3}\,b=0.323\ \text{nm},
$$

which is 37% longer than a bond. For $-\mathbf t$ there is also an atom directly opposite in the second layer, at $b+b/3=0.314$ nm. No normal bond remains across the cut.

Could the halves simply move closer? Closing the gap from $b$ to $b/3$ would make the three distances equal to $b$. But each atom at the cut already has three bonds to its own half, so it would then have at least six close neighbours. They could not all lie at tetrahedral angles. The wide gap can be narrowed, but it cannot be turned into a narrow gap with fourfold bonding.

## Second contribution: eclipsed bonds

The glide fault keeps all first neighbours, so its cost must come from something more distant. Label each vertically bonded pair of atoms by its site. Reading upward, the perfect crystal is ABCABC… . Cut after an A and shift everything above by $+\mathbf t$, so that B becomes C, C becomes A, and A becomes B:

$$
\ldots \text{B C A}\,|\,\text{B C A}\ldots\;\longrightarrow\;\ldots\text{B C A}\,|\,\text{C A B}\ldots
$$

In the perfect crystal the pairs below and above any given pair have different letters. Seen along the vertical bond, the three bonds at one end then fall between those at the other end: the bond is staggered. In the fault, the A before the cut has C on both sides, and the C after it has A on both sides. These two vertical bonds are eclipsed. They lie in the wide gaps on either side of the cut, not in the cut itself.

Across an eclipsed bond, atoms three bonds apart can face each other directly at

$$
\frac b3+b+\frac b3=\frac{5b}{3}=0.392\ \text{nm}.
$$

Across a staggered bond the nearest such atoms are also offset by $|\mathbf t|$, which gives $\sqrt{25+8}\,b/3=0.450$ nm. Three such pairs face each other across each eclipsed bond, but each pair is shared by three neighbouring bonds. This leaves one new facing pair per eclipsed bond, hence two per cell.

## Energies from first-neighbour bonding

The Stillinger–Weber potential, an empirical model of silicon, isolates the first contribution. Its energy has the form

$$
E=\sum_{i<j}\phi(r_{ij})+\sum_i\sum_{j<k}h(r_{ij})\,h(r_{ik})\left(\cos\theta_{jik}+\tfrac13\right)^2 .
$$

Here $\phi$ is a pair energy with minimum $-2.168$ eV at $r=b$, and $\theta_{jik}$ is the angle at atom $i$. The positive function $h(r)$, which includes the strength of the angular term, falls with distance. Both functions vanish beyond 0.377 nm, just short of the second neighbours at 0.384 nm and of the facing pairs at 0.392 nm.

For the glide fault, every distance within range and every bond angle is unchanged. The fault energy in this potential is therefore zero. This zero is not a prediction for silicon; it shows that the lengths of first-neighbour bonds and the angles between them contribute nothing.

For the shuffle cut, the lost bond costs 2.168 eV per cell, or

$$
\frac{2.168\times1.602\times10^{-19}\ \text{J}}{0.1277\times10^{-18}\ \text{m}^2}=2.72\ \text{J/m}^2 .
$$

The new long contacts return part of this. The table gives the fault energy in J/m², first with rigid halves at the original spacing, then with the gap width optimized, and finally with all eight layer heights in the calculation minimized numerically. Lateral positions are held fixed.

| Shift | Rigid | Gap | Heights |
|---|---:|---:|---:|
| $+\mathbf t$ | 2.04 | 1.17 | 1.10 |
| $-\mathbf t$ | 1.52 | 1.03 | 1.01 |

For $+\mathbf t$, the long contacts recover $2.72-2.04=0.68$ J/m² net of their angular penalty. Narrowing the gap by 0.055 nm recovers another 0.87 J/m², and relaxing the individual layers only 0.07 J/m². For $-\mathbf t$, the best gap is 0.020 nm narrower than the original.

The rigid energies differ because of the second-layer atoms, which are within range only for $-\mathbf t$. The three long contacts have the same lengths for both senses. Their angular terms also add to the same total: a sum of $(\alpha+\beta\cos\varphi)^2$ over three azimuths 120° apart is $3\alpha^2+\tfrac32\beta^2$, whatever the starting azimuth.

The lowest value, 1.01 J/m², corresponds to 0.805 eV per cell, or 37% of the energy of one bond. Relaxation softens the loss of the bond but does not cancel it.

## Is there another resting place?

A stacking fault must be a minimum with respect to sliding, since otherwise the halves slide on. I therefore use an energy map over a $12\times12$ grid of lateral shifts, with the gap width optimized at each point and the halves otherwise rigid.

The glide map has two minima below 0.01 J/m²: the perfect crystal and the shift $+\mathbf t$. The shuffle map has only one low minimum, the perfect crystal, and so shows no cheap resting place on the shuffle cut. A grid with spacing $d/12=0.032$ nm cannot settle whether a costly one exists. Small displacements show that, for rigid halves, $-\mathbf t$ lies in a shallow dip: moving 0.03 nm away raises the energy by only 0.006 to 0.010 J/m². When the atoms are also free to move sideways, the curvature at $-\mathbf t$ becomes slightly negative, and $+\mathbf t$ is clearly unstable: the halves slide off it and the energy falls below 0.83 J/m². The tabulated shuffle values are therefore energies at fixed lateral positions, not energies of faults shown to be stable.

This concerns end states, not the barrier to slip. A full lattice translation restores the bonds across either cut. Which cut slips more easily is a separate question, and the fault energy does not settle it.

## What the electrons add

The potential is blind to eclipsed bonds. An $sp^3$ tight-binding model with hopping between first neighbours can see them, because its electron states extend over many bonds and feel their relative orientations. In this model the sensitivity comes through the $\pi$ hopping: with $V_{pp\pi}=0$ the fault energy vanishes. The model contains no direct interaction between the facing pairs at 0.392 nm. The round parameters, in the regime of silicon, are $E_s=-7$ eV, $E_p=0$, $V_{ss\sigma}=-1.9$ eV, $V_{sp\sigma}=2.0$ eV, $V_{pp\sigma}=3.0$ eV and $V_{pp\pi}=-0.8$ eV.

All first-neighbour distances are the same in the glide fault and the perfect crystal. A repulsion between first neighbours that depends only on distance therefore cancels, leaving the change in the sum of occupied electron energies. Diagonalizing a periodic cell of eight vertical pairs with one fault, and the same cell without it, gives a difference of 0.030 eV per cell:

$$
\gamma=\frac{0.0302\times1.602\times10^{-19}\ \text{J}}{0.1277\times10^{-18}\ \text{m}^2}=0.038\ \text{J/m}^2 .
$$

The two eclipsed bonds are equivalent, since turning the stacking upside down and exchanging the letters A and C maps one onto the other. Each accounts for 0.015 eV. On the sampled wavevectors the band gap is about 2.25 eV with or without the fault; a finer sampling that includes the band edges lowers it to 2.23 eV in both cases.

The shuffle cut is different. Consider the two hybrids that point at each other across a vertical bond, $h=(s+\sqrt3\,p_z)/2$ below and $h'=(s'-\sqrt3\,p_z')/2$ above. With $\langle s|H|p_z'\rangle=V_{sp\sigma}$ and $\langle p_z|H|s'\rangle=-V_{sp\sigma}$, their coupling is

$$
\langle h|H|h'\rangle=\frac{V_{ss\sigma}-2\sqrt3\,V_{sp\sigma}-3V_{pp\sigma}}{4}
=\frac{-1.9-6.93-9.0}{4}=-4.46\ \text{eV}.
$$

Both hybrids have mean energy $(E_s+3E_p)/4=-1.75$ eV. The coupling splits them into a filled bonding level and an empty antibonding level. Without it, two electrons occupy two levels of equal energy, and nothing separates filled from empty states.

For an isolated bond, the two electrons would lose $2\times4.46=8.9$ eV. In the full crystal model, removing the vertical hopping leaves two half-filled dangling-bond bands about 0.85 eV wide. Filled up to a common Fermi level, they give a rise in band energy of 6.90 eV per cell; the difference comes from the couplings that the isolated bond omits. Neither number is a bond energy, because the repulsion that disappears with the bond has not been subtracted. The gap closes, as the two-level picture suggests.

Hopping to the three atoms at 0.323 nm does not reopen it. Suppose hopping falls as the inverse square of distance, which leaves a factor $(0.2352/0.3232)^2=0.53$. The hybrids are symmetric about $z$, so all three hops have equal amplitude. Their sum carries the factor

$$
1+e^{-i\mathbf k\cdot\mathbf a_1}+e^{-i\mathbf k\cdot\mathbf a_2}.
$$

At $\mathbf k\cdot\mathbf a_1=2\pi/3$ and $\mathbf k\cdot\mathbf a_2=4\pi/3$ these are the three cube roots of unity, which add to zero. The direct coupling vanishes there. The calculation for the shift $+\mathbf t$, with all orbitals included, also finds no gap. This holds for one-electron states as long as the threefold symmetry is intact and the atoms on the two sides of the cut are equivalent. A distortion that makes the two sides unequal, or one that breaks the threefold symmetry strongly enough, could open a gap.

## Weighing the contributions

For glide, the bond contribution is zero and the eclipsed bonds cost about 0.04 J/m². For shuffle, the lost bond costs 2.72 J/m², of which about 1.7 J/m² is recovered by long contacts and relaxation. The remaining 1.0 J/m² is some 27 times the glide value. The two figures come from different models, so the ratio is an order of magnitude.

For temperature to reverse the ordering, the shuffle fault would need a large extra entropy. At 1000 K, $k_BT=0.086$ eV. To cancel the shuffle cost of 0.805 eV per cell, the fault would need an extra entropy of $9.3\,k_B$ per cell. For the glide cost, $0.35\,k_B$ would suffice. The entropies of the faults themselves are not calculated here.

The fault energy also controls whether a dislocation can split. Let a screw dislocation divide into two partials with Burgers vectors of length $b_p=a/\sqrt6$, at $+30^\circ$ and $-30^\circ$ to the line. Their screw parts are equal and their edge parts opposite. In isotropic elasticity, with shear modulus $\mu$ and Poisson ratio $\nu$, the repulsion per unit length at separation $w$ is

$$
\frac{\mu b_p^2}{2\pi w}\left[\frac34-\frac{1}{4(1-\nu)}\right]
=\frac{\mu b_p^2}{8\pi w}\,\frac{2-3\nu}{1-\nu}\equiv\frac Kw .
$$

Widening the fault by $\delta w$ costs $\gamma\,\delta w$ per unit length, so the fault pulls back with force $\gamma$, and balance gives $w=K/\gamma$. Rough silicon values, $\mu=65$ GPa and $\nu=0.22$, give

$$
K=\frac{65\times10^9\,(2.217\times10^{-10})^2}{8\pi}\cdot\frac{1.34}{0.78}
=2.18\times10^{-10}\ \text{N}.
$$

With a rough real glide-fault energy of 0.05 J/m², $w=4.4$ nm. With 1.01 J/m², taken as if the shuffle configuration were a stable fault, $w=0.22$ nm, less than the lattice edge of 0.384 nm. Continuum elasticity has no quantitative meaning at that distance; the result says that no resolved splitting is expected on the shuffle cut.

## Beside real silicon

The lattice constant is close to that of real silicon, and the tight-binding fault energy is of the right size. With round parameters, closer agreement would mean little: two other silicon-like parameter sets give 0.038 and 0.059 J/m². The model's gap of roughly 2.2 eV is about twice the real one, so only its survival or closure is informative. Real dislocations in silicon do split by a few nanometres on glide planes. One untested assumption for the shuffle cut is the one-atom surface cell: broken bonds on neighbouring cells might pair up and lower the energy. The calculation does not size that effect. Within the small cell, relaxing the layer heights changes the lower of the two tabulated shuffle energies by only 0.02 J/m², while replacing the potential by electron states that feel the relative orientation of bonds moves the glide energy from zero to about 0.04 J/m².
